# McWeeny purification as the Newton-Schulz iteration for the matrix sign function: a numerical check

```python
"""
Result under test: with X = 2P - 1, McWeeny purification P' = 3P^2 - 2P^3
is the Newton-Schulz iteration X' = X(3 - X^2)/2. Started from
X0 = c(mu - H), c > 0, with eigenvalues inside (-sqrt3, sqrt3) and none zero,
it converges to sign(mu - H), and P to the projector on levels below mu.
H: Hamiltonian (eV), orthonormal basis; mu: chemical potential (eV);
P: density matrix without spin factor; c: scale factor (1/eV).
"""
import numpy as np
import sympy as sp


def mcweeny(P):
    P2 = P @ P
    return 3 * P2 - 2 * P2 @ P


def newton_schulz(X):
    return 0.5 * X @ (3 * np.eye(len(X)) - X @ X)


def scalar_step(x):
    return 0.5 * x * (3 - x * x)


def run_scalar(x, steps):
    for _ in range(steps):
        x = scalar_step(x)
    return x


def purify(P, steps):
    for _ in range(steps):
        P = mcweeny(P)
    return P


def norm2(A):
    return np.linalg.norm(A, 2)


rng = np.random.default_rng(7)

# --- Symbolic identity, and the exact two-cycle at sqrt(5)
x = sp.symbols("x")
p = (1 + x) / 2
assert sp.expand(2 * (3 * p**2 - 2 * p**3) - 1 - x * (3 - x**2) / 2) == 0
r5 = sp.sqrt(5)
assert sp.simplify(r5 * (3 - r5**2) / 2 + r5) == 0

# --- The identity for a general, non-symmetric matrix
G = rng.normal(size=(6, 6)) / 3
assert np.allclose(2 * mcweeny(G) - np.eye(6),
                   newton_schulz(2 * G - np.eye(6)), atol=1e-12)

# --- Newton step, Schulz inverse and error laws on a matrix of known spectrum
vals = np.array([-1.6, -0.9, -0.3, 0.2, 0.7, 1.1, 1.5])
Q = np.linalg.qr(rng.normal(size=(7, 7)))[0]
A = Q @ np.diag(vals) @ Q.T
S = Q @ np.diag(np.sign(vals)) @ Q.T
I7 = np.eye(7)
A_inv = np.linalg.inv(A)
E = I7 - A @ A
schulz_inverse = A @ (2 * I7 - A @ A)
assert np.allclose(A_inv - schulz_inverse, A_inv @ E @ E, atol=1e-11)
assert np.allclose(0.5 * (A + schulz_inverse), newton_schulz(A), atol=1e-12)
A1 = newton_schulz(A)
assert np.allclose(I7 - A1 @ A1, E @ E @ (3 * I7 + E) / 4, atol=1e-12)
D = S - A
assert np.allclose(S - A1, D @ D @ (2 * S + A) / 2, atol=1e-12)

# --- Convergence window for one eigenvalue
starts = np.linspace(0.01, 1.73, 500)
assert np.allclose(run_scalar(starts, 60), 1, atol=1e-12)
assert np.allclose(run_scalar(-starts, 60), -1, atol=1e-12)
end_180 = run_scalar(1.80, 60)
end_220 = run_scalar(2.20, 60)
assert abs(end_180 + 1) < 1e-12 and abs(end_220 - 1) < 1e-12
assert abs(run_scalar(2.30, 6)) > 1e3


def steps_needed(x0, tol=1e-10):
    n = 0
    while abs(1 - x0 * x0) > tol:
        x0 = scalar_step(x0)
        n += 1
    return n


small_starts = [1e-1, 1e-2, 1e-4, 1e-6]
counts = [steps_needed(s) for s in small_starts]
predicted_extra = np.log(1e4) / np.log(1.5)
assert abs(counts[3] - counts[1] - predicted_extra) <= 1.01

# --- Worked example: ring with alternating site energies
n_sites, site_energy, hopping, mu = 12, 1.0, -2.0, 0.3
H = np.diag([site_energy * (-1) ** i for i in range(n_sites)])
for i in range(n_sites):
    j = (i + 1) % n_sites
    H[i, j] = H[j, i] = hopping
one = np.eye(n_sites)
levels, V = np.linalg.eigh(H)
n_occ = int(np.sum(levels < mu))
P_exact = V[:, :n_occ] @ V[:, :n_occ].T
homo, lumo = V[:, n_occ - 1], V[:, n_occ]

radius = np.sum(np.abs(H), axis=1) - np.abs(np.diag(H))
low = np.min(np.diag(H) - radius)
high = np.max(np.diag(H) + radius)
assert low <= levels[0] and high >= levels[-1]
c = 1 / max(mu - low, high - mu)

print(f"sites {n_sites}, site energies +-{site_energy} eV, "
      f"hopping {hopping} eV, mu {mu} eV")
print(f"lowest, highest level: {levels[0]:.4f}, {levels[-1]:.4f} eV")
print(f"levels next to the gap: {levels[n_occ-1]:.4f}, "
      f"{levels[n_occ]:.4f} eV")
print(f"levels below mu: {n_occ}")
print(f"Gershgorin bounds: {low:.4f}, {high:.4f} eV")
print(f"scale factor c: {c:.6f} 1/eV")

X = c * (mu * one - H)
P = 0.5 * (one + X)
assert norm2(X) <= 1
x_h, x_l = c * (mu - levels[n_occ - 1]), c * (mu - levels[n_occ])
print("step, x below gap, x above gap, trace P, norm of X^2-1")
n = 0
while True:
    assert np.allclose(2 * P - one, X, atol=1e-12)
    q_h, q_l = homo @ X @ homo, lumo @ X @ lumo
    assert abs(q_h - x_h) < 1e-11 and abs(q_l - x_l) < 1e-11
    err = norm2(X @ X - one)
    assert abs(norm2(P - P @ P) - err / 4) < 1e-12
    print(f"{n:2d} {q_h:10.6f} {q_l:10.6f} {np.trace(P):10.6f} {err:9.1e}")
    if err < 1e-12:
        break
    assert n < 40
    P, X = mcweeny(P), newton_schulz(X)
    x_h, x_l = scalar_step(x_h), scalar_step(x_l)
    n += 1

sign_exact = V @ np.diag(np.sign(mu - levels)) @ V.T
assert np.allclose(X, sign_exact, atol=1e-11)
assert np.allclose(P, P_exact, atol=1e-11)
E_pur, E_diag = np.trace(P @ H), np.sum(levels[:n_occ])
assert abs(E_pur - E_diag) < 1e-10
print(f"band energy, purification: {E_pur:.6f} eV")
print(f"band energy, diagonalization: {E_diag:.6f} eV")
print(f"largest element of P - projector: {np.max(abs(P-P_exact)):.1e}")

# --- Scale factor too large: idempotent, but the lowest level is lost
x_low = 1.8
c_big = x_low / (mu - levels[0])
P_bad = purify(0.5 * (one + c_big * (mu * one - H)), 40)
P_lost = P_exact - np.outer(V[:, 0], V[:, 0])
assert np.allclose(P_bad, P_lost, atol=1e-10)
print(f"too large c: {c_big:.6f} 1/eV, x of lowest level {x_low:.2f}")
print(f"  final trace {np.trace(P_bad):.6f}, "
      f"band energy {np.trace(P_bad @ H):.6f} eV")
print(f"  norm of P^2-P: {norm2(P_bad @ P_bad - P_bad):.1e}")

# --- Start that is not a function of H: purified to its own projector
R = rng.normal(size=(n_sites, n_sites))
P_noisy = P_exact + 0.025 * (R + R.T)
w, U = np.linalg.eigh(P_noisy)
assert w[0] > (1 - 3**0.5) / 2 and w[-1] < (1 + 3**0.5) / 2
P_end = purify(P_noisy, 60)
U_occ = U[:, w > 0.5]
assert np.allclose(P_end, U_occ @ U_occ.T, atol=1e-10)
comm_noisy = norm2(P_end @ H - H @ P_end)
comm_good = norm2(P @ H - H @ P)
assert comm_noisy > 1e-2 and comm_good < 1e-10
print(f"noisy start: final trace {np.trace(P_end):.6f}, "
      f"band energy {np.trace(P_end @ H):.6f} eV")
print(f"  norm of P^2-P: {norm2(P_end @ P_end - P_end):.1e}")
print(f"  norm of PH-HP: {comm_noisy:.4f} eV "
      f"(start from mu-H: {comm_good:.1e} eV)")

# --- Chemical potential on a level: that level stays half filled
mu_on = levels[n_occ]
P_half = purify(0.5 * (one + c * (mu_on * one - H)), 20)
half = lumo @ P_half @ lumo
assert abs(half - 0.5) < 1e-9
print(f"mu on a level: its occupation after 20 steps {half:.6f}")

# --- Scalar results
print(f"window for x: +-{3**0.5:.6f}; for p: "
      f"{(1-3**0.5)/2:.6f} to {(1+3**0.5)/2:.6f}")
print(f"two-cycle at x = +-{5**0.5:.6f}")
print(f"x0 = 1.80 ends at {end_180:.4f}; x0 = 2.20 ends at {end_220:.4f}")
for s, k in zip(small_starts, counts):
    print(f"x0 = {s:.0e}: {k} steps until |1-x^2| < 1e-10")
print(f"extra steps from 1e-2 to 1e-6: {counts[3]-counts[1]}, "
      f"law ln(1e4)/ln(1.5) = {predicted_extra:.2f}")
print("OK")
```

Output:

```
sites 12, site energies +-1.0 eV, hopping -2.0 eV, mu 0.3 eV
lowest, highest level: -4.1231, 4.1231 eV
levels next to the gap: -1.0000, 1.0000 eV
levels below mu: 6
Gershgorin bounds: -5.0000, 5.0000 eV
scale factor c: 0.188679 1/eV
step, x below gap, x above gap, trace P, norm of X^2-1
 0   0.245283  -0.132075   6.339623   9.8e-01
 1   0.360546  -0.196961   6.345668   9.6e-01
 2   0.517385  -0.291621   6.290538   9.1e-01
 3   0.706828  -0.425032   6.223031   8.2e-01
 4   0.883675  -0.599156   6.158593   6.4e-01
 5   0.980490  -0.791190   6.095124   3.7e-01
 6   0.999433  -0.939150   6.030142   1.2e-01
 7   1.000000  -0.994558   6.002721   1.1e-02
 8   1.000000  -0.999956   6.000022   8.9e-05
 9   1.000000  -1.000000   6.000000   5.9e-09
10   1.000000  -1.000000   6.000000   4.2e-16
band energy, purification: -16.806344 eV
band energy, diagonalization: -16.806344 eV
largest element of P - projector: 1.1e-15
too large c: 0.406954 1/eV, x of lowest level 1.80
  final trace 5.000000, band energy -12.683239 eV
  norm of P^2-P: 2.8e-16
noisy start: final trace 6.000000, band energy -16.617969 eV
  norm of P^2-P: 3.5e-16
  norm of PH-HP: 0.8378 eV (start from mu-H: 9.3e-15 eV)
mu on a level: its occupation after 20 steps 0.500000
window for x: +-1.732051; for p: -0.366025 to 1.366025
two-cycle at x = +-2.236068
x0 = 1.80 ends at -1.0000; x0 = 2.20 ends at 1.0000
x0 = 1e-01: 10 steps until |1-x^2| < 1e-10
x0 = 1e-02: 16 steps until |1-x^2| < 1e-10
x0 = 1e-04: 28 steps until |1-x^2| < 1e-10
x0 = 1e-06: 39 steps until |1-x^2| < 1e-10
extra steps from 1e-2 to 1e-6: 23, law ln(1e4)/ln(1.5) = 22.72
OK
```
